# How Intrinsic Atomic Orbitals Exactly Contain the Occupied Hartree-Fock Orbitals, part 1

(Sections cited here and not found follow in the second part.)

**Q.** I am told that a minimal set of atom-like functions, five per nitrogen atom, can hold the occupied orbitals of a large-basis Hartree-Fock calculation with no error. Unmodified free-atom orbitals cannot in general hold molecular orbitals exactly. What is being constructed?

**A.** There are two bases. The large basis $B_1$ has $n_1$ linearly independent functions $|\mu\rangle$ with overlap matrix $S_1$. The minimal basis $B_2$ has $n_2$ linearly independent free-atom functions $|\rho\rangle$ with overlap $S_2$, and it need not lie in the span of $B_1$. The cross overlap is $(S_{12})_{\mu\rho}=\langle\mu|\rho\rangle$, with $S_{21}=S_{12}^\dagger$. A closed-shell determinant has $N$ occupied orbitals, the columns of an $n_1\times N$ matrix $C$ with $C^\dagger S_1C=1$; their span is $W$. Only overlaps enter, so $\hbar$, $m$ and $e$ do not appear in the construction.

The closest approximation in span $B_1$ to a function $\chi=\sum_\rho d_\rho|\rho\rangle$ has coefficients $x$ that make the error orthogonal to every $|\mu\rangle$: $S_{12}d-S_1x=0$. The same argument holds with the bases exchanged, so the two orthogonal projections are

$$P_{12}=S_1^{-1}S_{12},\qquad P_{21}=S_2^{-1}S_{21}.$$

The columns of $P_{12}$ are the free-atom functions as $B_1$ represents them, and $M$ is their span. Sending the occupied orbitals down to $B_2$ and back removes their polarization:

$$X=P_{12}P_{21}C,\qquad H=X^\dagger S_1X,\qquad \tilde C=XH^{-1/2}.$$

Then $\tilde C^\dagger S_1\tilde C=H^{-1/2}HH^{-1/2}=1$, and the span of these depolarized orbitals is $\tilde W$. The matrices $O=CC^\dagger S_1$ and $\tilde O=\tilde C\tilde C^\dagger S_1$ are idempotent, for example $O^2=C(C^\dagger S_1C)C^\dagger S_1=O$. They are also self-adjoint under the metric adjoint $K^*=S_1^{-1}K^\dagger S_1$, since $O^*=S_1^{-1}(S_1CC^\dagger)S_1=O$. They are therefore the orthogonal projectors on $W$ and $\tilde W$. Knizia's intrinsic atomic orbitals (IAOs) are the $n_2$ columns of

$$A=TP_{12},\qquad T=O\tilde O+(1-O)(1-\tilde O).$$

The part of an atomic function that is occupied in the depolarized picture is sent into the true occupied space, and the remainder is sent into the true virtual space.

**Q.** You wrote $H^{-1/2}$ without asking whether $H$ is invertible.

**A.** That needs a condition. Define the Hermitian $N\times N$ matrix

$$G=C^\dagger S_{12}S_2^{-1}S_{21}C .$$

For $\psi=Cc$ the projection on span $B_2$ has coefficients $d=P_{21}Cc$ and squared norm $d^\dagger S_2d=c^\dagger C^\dagger S_{12}S_2^{-1}S_2S_2^{-1}S_{21}Cc=c^\dagger Gc$. The eigenvalues $g_1\ge\dots\ge g_N$ of $G$ thus lie in $[0,1]$; they are the squared cosines of the principal angles between $W$ and span $B_2$. Condition (A) is that no occupied orbital is orthogonal to all of $B_2$, which is the same as $g_N>0$. Because $G$ factors through an $n_2$-dimensional space its rank is at most $n_2$, so (A) requires $n_2\ge N$.

The overlap of the true orbitals with $X$ is this same matrix:

$$C^\dagger S_1X=C^\dagger S_1S_1^{-1}S_{12}S_2^{-1}S_{21}C=G .$$

If $Xc=0$ then $Gc=0$, and (A) gives $c=0$. The columns of $X$ are independent and $H$ is positive definite. Since $X=P_{12}(P_{21}C)$, every depolarized orbital is a combination of columns of $P_{12}$, that is, $\tilde W\subset M$.

**Q.** Then show me that an occupied orbital is a combination of IAOs, with the coefficients.

**A.** Take the combinations $AP_{21}C=TP_{12}P_{21}C=TX$. The columns of $X$ lie in $\tilde W$, so $\tilde OX=X$ and $(1-\tilde O)X=0$. Only the first term of $T$ survives:

$$AP_{21}C=OX=C\,(C^\dagger S_1X)=CG .$$

Under (A), multiplying by $G^{-1}$ from the right gives

$$C=A\,P_{21}C\,G^{-1}.$$

No expansion in a small quantity was made, and self-consistency was not used: the identity holds for any orthonormal $C$ obeying (A). The phrase "span the occupied space" must be read as containment. The IAO span contains $W$, and it is larger than $W$ whenever its dimension exceeds $N$.

**Q.** Containment would be compatible with $T$ collapsing some atomic functions onto others. Why are there still $n_2$ independent ones?

**A.** Because $T$ is invertible. We have $T^*=\tilde OO+(1-\tilde O)(1-O)$. In $T^*T$ the cross terms contain $O(1-O)=0$, which leaves

$$T^*T=\tilde OO\tilde O+(1-\tilde O)(1-O)(1-\tilde O).$$

The second term is $(1-\tilde O)-(1-\tilde O)O(1-\tilde O)=1-\tilde O-O+\tilde OO+O\tilde O-\tilde OO\tilde O$. The triple products cancel in the sum. With $D=O-\tilde O$ one has $D^2=O+\tilde O-O\tilde O-\tilde OO$, so

$$T^*T=1-D^2 .$$

For $TT^*$ the cross terms contain $\tilde O(1-\tilde O)=0$ and the calculation repeats with $O$ and $\tilde O$ exchanged; $D^2$ is symmetric under the exchange, so $TT^*=1-D^2$ as well. Also $T\tilde O=O\tilde O=OT$, since in each product the second term of $T$ is killed.

The spectrum follows from the singular value decomposition $C^\dagger S_1\tilde C=U\,\mathrm{diag}(\cos\theta_k)\,U'^\dagger$, ordered so that $0\le\theta_1\le\dots\le\theta_N=\theta_{\max}\le\pi/2$. The columns $w_k$ of $CU$ and $\tilde w_k$ of $\tilde CU'$ are orthonormal bases of $W$ and $\tilde W$ with $\langle w_j|\tilde w_k\rangle=\delta_{jk}\cos\theta_k$. Write $c=\cos\theta_k$, $s=\sin\theta_k$, and for $\theta_k>0$ set $v_k=(\tilde w_k-c\,w_k)/s$. Then $\langle w_j|v_k\rangle=\delta_{jk}(c-c)/s=0$ and $\langle v_j|v_k\rangle=\delta_{jk}(1-2c^2+c^2)/s^2=\delta_{jk}$, so the planes spanned by $(w_k,v_k)$ are mutually orthogonal. In such a plane $Ow_k=w_k$, $Ov_k=0$, $\tilde Ow_k=c\,\tilde w_k$, $\tilde Ov_k=(1-c^2)\tilde w_k/s=s\,\tilde w_k$, and $\tilde w_k=c\,w_k+s\,v_k$. In the basis $(w_k,v_k)$,

$$O=\begin{pmatrix}1&0\\0&0\end{pmatrix},\qquad \tilde O=\begin{pmatrix}c^2&cs\\cs&s^2\end{pmatrix}.$$

The product $O\tilde O$ keeps the first row of $\tilde O$, namely $(c^2,\,cs)$, and $(1-O)(1-\tilde O)$ keeps the second row of $1-\tilde O$, namely $(-cs,\,c^2)$. Hence

$$T=c\begin{pmatrix}c&s\\-s&c\end{pmatrix},\qquad D=s\begin{pmatrix}s&-c\\-c&-s\end{pmatrix},\qquad D^2=s^2\cdot 1 .$$

In each plane $T$ is the rotation that carries $\tilde w_k=(c,s)$ onto $w_k=(1,0)$, multiplied by $\cos\theta_k$. If $\theta_k=0$ then $w_k=\tilde w_k$, both projectors act as 1 and $T=1$. On vectors orthogonal to both $W$ and $\tilde W$ both projectors vanish and again $T=1$. The singular values of $T$ are $\cos\theta_k$, twice for each nonzero angle, and 1 otherwise.

It remains to exclude $\cos\theta_k=0$. Since $C^\dagger S_1\tilde C=GH^{-1/2}$, the $\cos^2\theta_k$ are the eigenvalues of $GH^{-1/2}(GH^{-1/2})^\dagger=GH^{-1}G$, which is positive definite under (A). So $T$ is invertible, and

$$\operatorname{rank}A=\operatorname{rank}P_{12}=\operatorname{rank}S_{12}.$$

Condition (B) is that no combination of $B_2$ functions is orthogonal to all of $B_1$, meaning $\operatorname{rank}S_{12}=n_2$. Under (A) and (B) there are exactly $n_2$ independent IAOs.

**Q.** What fills the other $n_2-N$ dimensions?

**A.** Split $M=\tilde W\oplus\tilde V$, with $\tilde V$ the orthogonal complement of $\tilde W$ inside $M$; the split is possible because $\tilde W\subset M$. On $\tilde W$ we have $T=O$, and $OX=CG$ has range $W$. On $\tilde V$ we have $\tilde O=0$, so $T=1-O$, and the image $V=(1-O)\tilde V$ is orthogonal to $W$. As $T$ is invertible it preserves dimensions, so under (A) and (B)

$$\operatorname{span}A=W\oplus V,\qquad V\perp W,\qquad \dim V=n_2-N .$$

The space $V$ holds the valence virtual orbitals. The IAO span equals the occupied space only if $n_2=N$.

**Q.** Invertible is weak. A tiny $\cos\theta_k$ would make the IAOs nearly dependent.

**A.** The cosines are bounded on both sides. Let $\tilde S_2=P_{12}^\dagger S_1P_{12}=S_{21}S_1^{-1}S_{12}$ be the overlap of the projected atomic functions. A projection cannot lengthen a vector, so $d^\dagger\tilde S_2d\le d^\dagger S_2d$ for all $d$, written $\tilde S_2\le S_2$. With $Y_2=P_{21}C$ we have $H=Y_2^\dagger\tilde S_2Y_2$ and $G=Y_2^\dagger S_2Y_2$, so $H\le G$. Then $G^{-1/2}HG^{-1/2}$ has eigenvalues in $(0,1]$ and its inverse obeys $G^{1/2}H^{-1}G^{1/2}\ge1$. Multiplying by $G^{1/2}$ on both sides gives $GH^{-1}G\ge G$.

For the upper side, $GH^{-1}G=C^\dagger S_1\tilde OC$, so its quadratic form is $\|\tilde O\psi\|^2$ for $\psi=Cc$. Let $\Pi_M$ be the projector on $M$ and $m_1\ge\dots\ge m_N$ the eigenvalues of $C^\dagger S_1\Pi_MC$. From $\tilde W\subset M$ follows $\|\tilde O\psi\|\le\|\Pi_M\psi\|$. The min-max principle turns an inequality between Hermitian matrices into the same inequality between their ordered eigenvalues:

$$g_k\le\cos^2\theta_k\le m_k .$$

If $B_2$ lies in span $B_1$, then $M$ is span $B_2$ itself, $m_k=g_k$, and all three coincide.

The IAO overlap is $A^\dagger S_1A=P_{12}^\dagger S_1T^*TP_{12}=\tilde S_2-P_{12}^\dagger S_1D^2P_{12}$. For $x=P_{12}d$ the ratio $d^\dagger A^\dagger S_1Ad/d^\dagger\tilde S_2d$ equals $\langle x|1-D^2|x\rangle/\langle x|x\rangle$, which lies in $[\cos^2\theta_{\max},1]$. The lower end is attained at $x=\tilde w_N\in M$. The IAOs are therefore as well conditioned as the projected atomic functions, up to a factor of at most $1/\cos^2\theta_{\max}\le1/g_N$ in the condition number of the overlap.

**Q.** After $T$ has mixed in molecular orbitals spread over all atoms, in what sense is a column of $A$ still atomic?

**A.** In the sense of a norm bound. In a plane, using $c^2-1=-s^2$,

$$T-1=s\begin{pmatrix}-s&c\\-c&-s\end{pmatrix},$$

which is $s$ times an orthogonal matrix, so $(T-1)^*(T-1)=s^2\cdot1=D^2$ there. Outside the planes both sides vanish. Thus $(T-1)^*(T-1)=D^2$ everywhere, $\|T-1\|=\sin\theta_{\max}$, and each IAO obeys

$$\|A_\rho-(P_{12})_\rho\|=\|D(P_{12})_\rho\|\le\sin\theta_{\max}\,\|(P_{12})_\rho\| .$$

If the occupied space lies in span $B_2$, then $X=C$, all angles vanish, and the IAOs are the projected free-atom functions unchanged. The bound concerns the norm of the change and does not say where in space the change sits. It becomes empty as $\theta_{\max}\to\pi/2$.

**Q.** Which feature of the depolarized space did the proof use? Could I put another space in its place, or drop $T$?

**A.** The spanning step used two facts: the reference orbitals lie in $M$, and their overlap with $C$ is invertible. For any $Y=P_{12}y$ with $N$ columns and $C^\dagger S_1Y$ invertible, build $T_Y$ with the projector on $Y$ in place of $\tilde O$. Then $T_YP_{12}y=OY=C(C^\dagger S_1Y)$ and spanning follows as before. One such choice is $Y=\Pi_MC$, for which $O_Y\Pi_M\psi=\Pi_M\psi$ and $O_Y=O_Y\Pi_M$ give $\|O_Y\psi\|=\|\Pi_M\psi\|$, so its squared cosines equal the upper bound $m_k$.

For $Y$ outside $M$ there is no $y$ and the argument has no first step. The choice $Y=C$ shows the consequence: $T=O+(1-O)=1$, $A=P_{12}$, and the bare projected basis misses

$$2\sum_i\|(1-\Pi_M)C_i\|^2=2\big(N-\operatorname{tr}C^\dagger S_1\Pi_MC\big)=2\sum_k(1-m_k)$$

electrons. The program also tests reference spaces tilted out of $M$ by random vectors and asserts a nonzero residual in each case tried.

**Q.** What happens when your two conditions fail?

**A.** Suppose (A) fails, with $Gc_0=0$ and $\psi_0=Cc_0$ orthogonal to $B_2$. Then $H$ is singular, and $\tilde O$ must be defined as the projector on the range of $X$. We have $P_{12}^\dagger S_1\psi_0=S_{21}\psi_0=0$, so $\psi_0\perp M$. For $x\in M$, the term $(1-O)(1-\tilde O)x$ is orthogonal to $\psi_0\in W$, and $\langle\psi_0|O\tilde Ox\rangle=\langle\psi_0|\tilde Ox\rangle=0$ because $\tilde Ox\in M$. So $\psi_0$ is orthogonal to every IAO and is lost entirely. The identity $AP_{21}C=CG$ still holds, so the occupied orbitals in the range of $G$ are kept and the number lost is $\dim\ker G$. The rank does not reveal the loss, because $T$ stays injective on $M$. If $O\tilde w+(1-O)\tilde v=0$, the two orthogonal terms vanish separately. With $\tilde w=Xc$, the first gives $Gc=0$, hence $S_{21}Cc=0$ and $\tilde w=0$. The second gives $\tilde v=Cc'$, and $\tilde v\perp\tilde W$ means $X^\dagger S_1Cc'=Gc'=0$, so $\tilde v\perp M$ while $\tilde v\in M$, hence $\tilde v=0$.

If (B) fails, some $d\neq0$ has $P_{12}d=0$ and so $Ad=0$. The spanning identity never used (B) and survives, but the rank is $\operatorname{rank}S_{12}<n_2$ and $A^\dagger S_1A$ cannot be inverted. Complex random models with $n_1=12$, $n_2=6$, $N=3$ give ranks 6, 6 and 5 for a generic $B_2$, a $B_2$ inside span $B_1$, and a $B_2$ with one function made orthogonal to $B_1$, with spanning asserted in all three.

The construction also presupposes a single determinant. A correlated state has fractional natural occupations and no $N$-dimensional space that holds all of its density.

Under condition (A) the IAOs contain the occupied space exactly, and with (B) there are exactly $n_2$ independent ones, whose departure from the projected free-atom functions is bounded by $\sin\theta_{\max}$. What remains is to see what this gives for charges, localization and orbital energies, and to test it with numbers for N$_2$.
